# Choosing the Vertical-Line Energy Mesh for Defect Grand-Potential Changes

## Definitions and conventions

Let $H_0$ be the one-electron Hamiltonian of a host crystal and $H=H_0+V$ that of the same crystal with a defect. Both are Hermitian matrices in one finite orthonormal basis, and $V$ is nonzero only among a few "defect orbitals". The ordered levels of $H_0$ and $H$ are $\varepsilon_i$ and $\varepsilon_i'$. The electrons are independent, the temperature is zero and $\mu$ is the chemical potential. Energies are in eV and refer to one spin unless both spins are named. The grand potential and its change are

$$
\Omega=\sum_i\min(\varepsilon_i-\mu,0),\qquad
\Delta\Omega=\sum_i\left[\min(a_i,0)-\min(b_i,0)\right],
$$

with $a_i=\varepsilon_i'-\mu$ and $b_i=\varepsilon_i-\mu$. We assume that no $a_i$ or $b_i$ is zero. With the host Green function $G_0(z)=(z-H_0)^{-1}$, the Lloyd determinant is

$$D(z)=\det[1-G_0(z)V].$$

The columns of $G_0V$ outside the defect orbitals vanish, so $D$ equals the determinant of the small defect block.

The settings discussed here are those of an energy mesh on the line $z=\mu+iy$, $y>0$: its step and its two ends. The formula it serves is

$$
\boxed{\Delta\Omega=\tfrac12\operatorname{Tr}V-\frac1\pi\int_0^\infty\ln|D(\mu+iy)|\,dy}
\tag{1}
$$

The integral of the logarithm alone is not the grand-potential change; half the trace of $V$ belongs to it.

## Why the formula holds

Since $z-H=(z-H_0)[1-G_0(z)V]$, taking determinants gives

$$
D(z)=\frac{\det(z-H)}{\det(z-H_0)}=\prod_i\frac{z-\varepsilon_i'}{z-\varepsilon_i}.
\tag{2}
$$

On the line, $|z-\varepsilon_i'|=|iy-a_i|=\sqrt{y^2+a_i^2}$, hence

$$
\ln|D(\mu+iy)|=\sum_i\tfrac12\ln\frac{y^2+a_i^2}{y^2+b_i^2}.
\tag{3}
$$

For one term, write the logarithm as an integral over $x$ and do the $y$ integral first:

$$
\int_0^\infty\!dy\int_{|b|}^{|a|}\!\frac{x\,dx}{y^2+x^2}
=\int_{|b|}^{|a|}\frac{\pi}{2}\,dx=\frac{\pi}{2}(|a|-|b|).
$$

The exchange is allowed because the integrand has one sign. The second term of (1) is therefore $-\frac12\sum_i(|a_i|-|b_i|)$. Because $\min(a,0)=\frac12(a-|a|)$, the definition of $\Delta\Omega$ reads

$$
\Delta\Omega=\tfrac12\sum_i(a_i-b_i)-\tfrac12\sum_i(|a_i|-|b_i|),
$$

and $\sum_i(a_i-b_i)=\operatorname{Tr}(H-H_0)=\operatorname{Tr}V$. This proves (1).

A contour shows where the trace comes from. Let $\Delta N(E)$ be the change in the number of levels below $E$. Since $\min(\varepsilon-\mu,0)=-\int_{-\infty}^{\mu}\theta(E-\varepsilon)\,dE$, we have $\Delta\Omega=-\int_{-\infty}^{\mu}\Delta N\,dE$. By (2), $\Delta N(E)=-\frac1\pi\operatorname{Im}\ln D(E+i0)$, so

$$\Delta\Omega=\frac1\pi\operatorname{Im}\int_{-\infty}^{\mu}\ln D(E+i0)\,dE.$$

All zeros and poles of $D$ are real, so the path may be lifted into the upper half-plane: a large quarter circle from angle $\pi$ to $\pi/2$, then the vertical line downwards. On the circle $\ln D\simeq-\operatorname{Tr}V/z$, and $\int dz/z=-i\pi/2$; the circle contributes $\frac12\operatorname{Tr}V$. On the line $dz=i\,dy$ with $y$ decreasing, which gives the integral in (1) with its minus sign.

**Occupation from the same data.** As $y\to\infty$, each $\arg(iy-a_i)$ and $\arg(iy-b_i)$ tends to $\pi/2$, so $\arg D\to0$. As $y\to0^+$, the argument of $iy-a$ tends to $\pi$ for an empty level ($a>0$) and to 0 for a filled one. Following the phase continuously from large $y$ thus gives $\pi$ times the change in the number of empty levels. The total number is fixed, so

$$
\Delta N(\mu)=-\frac1\pi\arg D(\mu+i0^+),\qquad
\frac{d\Delta\Omega}{d\mu}=-\Delta N.
\tag{4}
$$

**Where the assumptions enter.** If both Hamiltonians share a nonorthogonal basis with overlap $S$, the levels are those of $S^{-1/2}HS^{-1/2}$. Then $G_0=(zS-H_0)^{-1}$, and the trace becomes $\operatorname{Tr}S^{-1}V$. The error bound (6) below then needs $\|S^{-1/2}VS^{-1/2}\|_1$ in place of $\|V\|_1$, which can be considerably larger. If the defect changes $S$, or if $V$ depends on energy, the derivation does not apply as it stands.

## The mesh and its error

A level close to $\mu$ makes (3) vary on the small scale $y\sim|a|$, while the bands vary on the scale of many eV. A logarithmic mesh treats these scales alike. Put $y=e^t$, with $y$ measured in eV, and use the trapezoid rule at $t=jh$:

$$
\int_0^\infty\ln|D|\,dy=\int_{-\infty}^{\infty}g(t)\,dt\approx h\sum_j g(jh),\qquad g(t)=e^t\ln|D(\mu+ie^t)|.
$$

**The ends.** For small $y$, $\ln|D|$ tends to a constant with corrections of order $y^2$, so $g\propto e^t$. For large $y$, expanding (3) gives $\ln|D|\simeq\sum_i(a_i^2-b_i^2)/(2y^2)$, so $g\propto e^{-t}$. The omitted terms at either end form a geometric series. If $g_e$ is the last value kept, they sum to

$$g_e\sum_{k\ge1}e^{-kh}=\frac{g_e}{e^h-1}.$$

**The interior.** Poisson summation gives $h\sum_jg(jh)=\sum_m\hat g(2\pi m/h)$, where $\hat g(\omega)=\int g\,e^{i\omega t}dt$. The term $m=0$ is the wanted integral; the others are the error. With $s=1+i\omega$, each level contributes

$$
M(a)=\int_0^\infty y^{s-1}\,\tfrac12\ln\!\left(1+\frac{a^2}{y^2}\right)dy
=\frac{a^2}{s}\int_0^\infty\frac{y^{s-1}}{y^2+a^2}\,dy .
$$

This is an integration by parts: the boundary terms vanish, and the derivative of the half-logarithm is $-a^2/[y(y^2+a^2)]$. Now put $y=|a|e^u$:

$$
M(a)=\frac{|a|^s}{s}\,I,\qquad I=\int_{-\infty}^{\infty}\frac{e^{i\omega u}}{2\cosh u}\,du .
$$

For $I$, close the path along $\operatorname{Im}u=\pi$. There the integrand is $-e^{-\pi\omega}$ times its value on the real axis, and the return direction supplies another minus sign. The enclosed pole at $u=i\pi/2$ has residue $e^{-\pi\omega/2}/(2i)$. Therefore

$$
I(1+e^{-\pi\omega})=\pi e^{-\pi\omega/2}\quad\Longrightarrow\quad I=\frac{\pi}{2\cosh(\pi\omega/2)} .
$$

The terms $m$ and $-m$ are complex conjugates. With the prefactor $-1/\pi$ of (1), the interior error, computed minus true, is

$$
\delta=-\operatorname{Re}\sum_{m\ge1}\sum_i\frac{|a_i|^{s_m}-|b_i|^{s_m}}{s_m\cosh(\pi^2m/h)},\qquad s_m=1+\frac{2\pi i m}{h}.
\tag{5}
$$

**A bound without the levels.** Since $|x^{s-1}|=1$ for $x>0$,

$$
\bigl||a|^s-|b|^s\bigr|=\left|\int_{|b|}^{|a|}s\,x^{s-1}dx\right|\le|s|\,\bigl||a|-|b|\bigr|\le|s|\,|a-b| .
$$

It remains to bound $\sum_i|\varepsilon_i'-\varepsilon_i|$. Split $V=V_+-V_-$ into positive semidefinite parts and define $M=H_0+V_+=H+V_-$, with ordered levels $m_i$. Adding a positive semidefinite matrix lowers no ordered level (the min–max principle), so $m_i\ge\varepsilon_i$ and $m_i\ge\varepsilon_i'$. Hence

$$
\sum_i|\varepsilon_i'-\varepsilon_i|\le\sum_i[(m_i-\varepsilon_i')+(m_i-\varepsilon_i)]
=\operatorname{Tr}V_-+\operatorname{Tr}V_+=\|V\|_1 ,
$$

where $\|V\|_1$ is the sum of the absolute eigenvalues of $V$. The result is

$$
|\delta|\le\|V\|_1\sum_{m\ge1}\frac{1}{\cosh(\pi^2m/h)}\approx2\|V\|_1e^{-\pi^2/h}.
\tag{6}
$$

Neither the host size nor the distance from $\mu$ to a level appears. That distance affects the lower end of the mesh instead.

## Choosing the settings

**Step.** For a target error $\eta$, (6) suggests $h\approx\pi^2/\ln(2\|V\|_1/\eta)$. Halving $h$ squares the factor $e^{-\pi^2/h}$, so two runs with $h$ and $h/2$ give a sharp check of the interior error. The ends need their own check: move $y_{\min}$ and $y_{\max}$ and repeat the run.

**Lower end.** Choose $y_{\min}$ well below the smallest $|a_i|$ and $|b_i|$. The neglected correction to $\ln|D|$ is at most $y^2/(2a^2)$ per level, which leaves an error of order $y_{\min}^3/a^2$. Reaching ten times closer to a level costs $\ln(10)/h$ more points.

**Upper end.** Choose $y_{\max}$ well above the width $W$ of the spectrum; the tail formula then has a relative error of order $(W/y_{\max})^2$. Going much further does harm. There $D$ is close to 1, and rounding of about $10^{-16}$ in $\ln|D|$ is multiplied by $y$. At $y_{\max}=10^5$ eV this noise is of order $10^{-11}$ eV.

**Phase tracking.** Start at large $y$. One level changes $\arg D$ by at most $h/2$ per step, because $\arctan(a/y)$ has a slope in $t$ of magnitude at most $\frac12$. A threefold level at $h=0.4$ can thus contribute 0.6 rad. The total jump must stay below $\pi$. A missed turn of $2\pi$ shifts $\Delta N$ by 2 and leaves it close to an integer, so check the step by repeating the run with a smaller one. A $\Delta N$ that is not close to an integer means that $y_{\min}$ is too large.

**Host sampling.** An average over $n^3$ Bloch vectors gives $G_0$ of a periodic block of $n^3$ primitive cells, and (1) then describes one defect in that block. If $\mu$ lies in the gap, $G_0$ is an average of a function that is analytic and periodic in the wave vector. Its Fourier coefficients decay exponentially with distance, and so does the sampling error. If $\mu$ lies in a band, singularities reach real wave vectors as $y\to0$ and this argument is lost. Formula (1) still holds for each finite block, but the approach to an infinite crystal must be examined separately.

## Removing an atom

A vacancy cannot be entered as a very large $V$ without making $\operatorname{Tr}V$ and the integral both diverge. Instead, delete the $m$ orbitals $d$ of the atom, keep the remainder $c$, and add $m$ decoupled empty levels at $\mu+w$ with $w>0$. They contribute $\min(w,0)=0$ to $\Omega$ and keep the number of levels fixed. Block elimination gives

$$
\det(z-H_0)=\det(z-H_{cc})\,\det\!\left[z-H_{dd}-H_{dc}(z-H_{cc})^{-1}H_{cd}\right],
$$

where all blocks are those of $H_0$. The last bracket is the inverse of the block $G_{0,dd}$. Therefore

$$
D(z)=(z-\mu-w)^m\det G_{0,dd}(z),
$$

and $\operatorname{Tr}V$ in (1) is replaced by $m(\mu+w)-\operatorname{Tr}(H_0)_{dd}$. The result does not depend on $w$, but the error bound does, since it now contains the trace norm of the whole change, including the cut bonds. A moderate $w$, no larger than the bandwidth, is sensible.

## Worked example: a deep acceptor

The host is a diamond lattice with four sp³ hybrids of zero energy per atom. Hybrids on one atom are coupled by $-2$ eV, so the s combination lies at $3(-2)=-6$ eV and the p combinations at $+2$ eV. The two hybrids of a bond are coupled by $-4.55$ eV. At zero wave vector the bonding p states lie at $2-4.55=-2.55$ eV and the antibonding s state at $-6+4.55=-1.45$ eV. The sampled bands have their edges at these energies: the gap is 1.10 eV, and midgap is $\mu=-2.00$ eV.

At the defect atom the s energy is raised by 1.0 eV and the three p energies by 0.4 eV; its four bond couplings are weakened by 0.1 eV. Thus $\operatorname{Tr}V=1.0+3(0.4)=2.2$ eV. For each symmetry combination, $V$ is a $2\times2$ matrix with diagonal $(u,0)$ and off-diagonal 0.1 eV. Its eigenvalues have opposite signs and absolute sum $\sqrt{u^2+4(0.1)^2}$, so

$$\|V\|_1=\sqrt{1.04}+3\sqrt{0.20}=2.361\ \text{eV}.$$

A block of 250 atoms, with 1000 orbitals, was built atom by atom and diagonalized with and without the defect. A threefold level appears 0.198 eV above the valence top. The line integral used Bloch sums for the same block, $h=0.4$ and 63 points between $10^{-6}$ and $10^5$ eV. At midgap,

$$\Delta\Omega=1.100000+0.502428=1.602428\ \text{eV}.$$

Direct diagonalization gives the same value to the nine printed decimals. Without the half trace, the answer would be 0.502 eV.

With $\mu$ only 0.1 meV above the level, the two routes again agree to the printed digits on the same mesh. With $\mu$ 0.1 eV above the valence top, the level is empty, $\Delta N=-3$ and $\Delta\Omega=1.308298$ eV. Equation (4) explains the difference: between this $\mu$ and the level the slope is $+3$, and $3(0.198043-0.1)=0.29413$ eV is the amount by which the midgap value is larger. In all three cases the phase gave the directly counted $\Delta N$ within the test tolerance of 0.05.

The step can be judged from the midgap errors relative to direct diagonalization:

| $h$ | points | error (eV) | bound (eV) |
|---|---:|---:|---:|
| 2.0 | 12 | $-4.82\times10^{-3}$ | $3.42\times10^{-2}$ |
| 1.0 | 25 | $1.29\times10^{-5}$ | $2.44\times10^{-4}$ |
| 0.5 | 51 | $7.7\times10^{-10}$ | $1.26\times10^{-8}$ |

Equation (5), evaluated with the known levels, reproduces the first two errors to three digits and gives $7.5\times10^{-10}$ eV for the third. For $h=0.4$, (6) gives a bound of about $9\times10^{-11}$ eV.

For the vacancy in the same block, the line formula gives 9.016258 eV with $w=1$ eV and with $w=5$ eV, as does direct diagonalization. This tests the algebra; it is not a vacancy formation energy, which also needs the atomic reservoir and the remaining parts of the total energy.

Enlarging the block at fixed $\mu$ changes the acceptor result from 1.601937 eV at $n=4$ to 1.602695 at $n=8$, 1.602723 at $n=12$ and 1.602725 at $n=20$. Relative to $n=20$, the difference falls from $3.0\times10^{-5}$ eV at $n=8$ to $2.6\times10^{-6}$ eV at $n=12$. For both spins the large-block value is 3.205 eV, or 0.1178 hartree.

## What the number means for a real acceptor

The gap is in the rough regime of silicon, about 1.1 eV, and the level is in that of a deep acceptor such as indium, very roughly 0.16 eV above the valence edge. The parameters are round choices, not a fit to indium, and the closeness of the two heights does not explain the indium level: the model level splits off a flat valence band, its height falls quickly when that band is given a width (see the last paragraph), and $V$ has no Coulomb tail. If the defect core supplies one electron fewer than the host atom, the filled level at midgap corresponds to charge $-1$. Emptying it for both spins removes six electrons and would give charge $+5$, a warning that independent electrons omit the cost of charging.

That cost can be sized roughly. The field energy of one charge outside a sphere of radius $R$ is $e^2/(8\pi\epsilon_0\epsilon_rR)$. With rough values $\epsilon_r=12$ and $R=0.235$ nm, a bond length, it is 0.26 eV, more than the height of the level above the valence edge. The one-electron level should therefore not be read as a measured ionization energy.

Relaxation is estimated here for the filled level, with $\mu$ at midgap. Change only the four bonds to the defect atom, let their couplings vary as the inverse square of the length, and assume that the host's repulsive forces are unchanged by the defect. The contribution of the neighbours' other bonds to the force is left out. The energy slope for outward motion of the four neighbours is then $F=-6.45$ eV/nm at $n=8$ ($-6.42$ eV/nm at $n=5$, where the omitted bonds would add about $-0.2$ eV/nm). With a rough spring constant $k=1000$ eV/nm² per neighbour, minimizing $Fu+2ku^2$ gives $u=-F/(4k)=0.0016$ nm and a gain $F^2/(8k)=0.005$ eV. This small value is not general. With the level empty for both spins, the same slope in the 250-atom block is about $-160$ eV/nm, roughly 26 eV/nm per removed electron, so relaxation depends strongly on the charge state. The assumption of unchanged repulsion also removes the size mismatch of the impurity: a Hartree–Fock estimate on small molecules makes an In–Si bond about 0.03 nm longer than a Si–Si bond, and with the same $k$ a displacement of that size involves an energy of order 1 eV. For a real large acceptor, relaxation can therefore exceed the charging estimate.

Temperature adds $-k_BT\ln(1+e^{-|a|/k_BT})$ per level to the zero-temperature expression. At 300 K and midgap the change is $-1.9\times10^{-7}$ eV for both spins. If $\mu$ coincided with the threefold level, its six spin states would instead give $-6k_BT\ln2\approx-0.11$ eV, and the zero-temperature formula would be a poor choice.

The model's upper valence bands are flat, unlike those of silicon. An extra coupling of $-0.1$ eV between hybrids on neighbouring atoms that have parallel axes, point in opposite directions and do not share a bond gives the top valence band a width of 0.425 eV and widens the gap to 1.275 eV on the $n=12$ mesh. That mesh misses the exact valence top; with the band edges located between mesh points, the values are 0.428 eV and 1.272 eV. With $V$ and $n=12$ held fixed and $\mu$ moved to the new midgap, $\Delta\Omega$ for both spins changes by $-0.002$ eV. The level is far more sensitive: it drops from 0.197 eV to 0.083 eV above the valence top, and a coupling of $+0.1$ eV instead leaves it within a few meV of the band edge. This coupling does not make the bands silicon-like: it lowers the upper valence states at zero wave vector to $2-4.55-0.3=-2.85$ eV, so the valence top lies elsewhere, whereas silicon has it at zero wave vector. The model's conduction minimum is at zero wave vector, unlike silicon's. The shift is therefore a sensitivity to a modest dispersion, not a bound for silicon's full band structure. The numerical output lists the remaining values.

## Values computed for the example and the checks

```
intra-atomic coupling -2.00 eV, bond coupling -4.55 eV
defect shifts: s 1.00, p 0.40, bond 0.10 eV
supercell: 250 atoms, 1000 orbitals
valence top -2.5500 eV, conduction bottom -1.4500 eV, gap 1.1000 eV
midgap chemical potential -2.0000 eV
gap level: 3-fold, 0.198043 eV above valence top
line step 0.4 in ln(y), 63 points
mu midgap: line 1.602428249 eV, direct 1.602428249 eV, occupied-level change 0
mu 0.1 eV above valence top: line 1.308298284 eV, direct 1.308298284 eV, occupied-level change -3
mu 0.1 meV above the level: line 1.602428249 eV, direct 1.602428249 eV, occupied-level change 0
midgap parts: half trace 1.100000 eV, log integral 0.502428 eV
trace norm of V 2.361445 eV, sum of level shifts 2.200000 eV
step 2.0: 12 points, error -4.82e-03 eV, predicted -4.82e-03 eV, bound 3.42e-02 eV
step 1.0: 25 points, error 1.29e-05 eV, predicted 1.29e-05 eV, bound 2.44e-04 eV
step 0.5: 51 points, error 7.72e-10 eV, predicted 7.51e-10 eV, bound 1.26e-08 eV
vacancy, empty levels at mu + 1.0 eV: line 9.01625756 eV, direct 9.01625756 eV
vacancy, empty levels at mu + 5.0 eV: line 9.01625756 eV, direct 9.01625756 eV
n = 4: 128 atoms, dOmega 1.60193732 eV per spin
n = 5: 250 atoms, dOmega 1.60242825 eV per spin
n = 6: 432 atoms, dOmega 1.60259766 eV per spin
n = 8: 1024 atoms, dOmega 1.60269537 eV per spin
n = 12: 3456 atoms, dOmega 1.60272251 eV per spin
n = 16: 8192 atoms, dOmega 1.60272485 eV per spin
n = 20: 16000 atoms, dOmega 1.60272513 eV per spin
level at n = 20: 0.197430 eV above valence top
main result, both spins: 3.205450 eV = 0.11779812 hartree
temperature 300 K, kT 0.02585 eV: change -1.90e-07 eV, both spins
rough inputs: permittivity 12, bond 0.235 nm, spring 1000 eV/nm2 per neighbour
charging energy of one charge outside a bond-length sphere 0.255 eV
breathing slope -6.453 eV/nm, displacement 0.00161 nm, energy gain 0.00521 eV
side coupling -0.1 eV: top valence band width 0.425 eV (was 0.000), gap 1.275 eV
with side coupling, both spins: dOmega 3.203680 eV, shift -0.001765 eV, level change 0
```
